# Why a monolayer junction does not follow the bulk depletion formula

A semiconductor sheet 0.6 nm thick, with \(10^{12}\) donors per square centimetre and a potential drop of 0.5 V at a metal contact, has a depletion width of 7.05 nm according to the bulk formula. When the field outside the sheet is included, a thin-sheet model gives 23.9 nm for surroundings of relative permittivity 4; this and the next two sheet values are uncertain by a length of order the thickness. In surroundings of relative permittivity 1 it is 10.2 nm, and for 10 it is 55.7 nm, while the bulk formula gives 7.05 nm each time. A property of the surroundings, absent from that formula, controls the result.

## The belief and its appeal

The belief is that a monolayer is a very thin piece of bulk material, so that one need only convert its sheet doping \(N\) to a volume doping \(N/t\), where \(t\) is the thickness, and use the usual depletion width.

Let the metal occupy \(x<0\) at zero potential, and let the n-type semiconductor lie at \(x>0\). All donors are ionized and uncompensated for \(0<x<W\); beyond \(W\) the potential is \(V\), the total electrostatic drop. With \(\sigma=eN\) the donor charge per area and \(\varepsilon_s\) the permittivity of the semiconductor, the bulk argument is

\[
\varepsilon_s\frac{dE_x}{dx}=\frac{\sigma}{t},\qquad E_x(W)=0
\;\Rightarrow\; E_x=-\frac{\sigma}{\varepsilon_s t}(W-x).
\]

Since \(V=-\int_0^W E_x\,dx=\sigma W^2/(2\varepsilon_s t)\), the bulk width is

\[
W_b=\sqrt{\frac{2\varepsilon_s tV}{\sigma}} .
\]

The argument tempts because Gauss's law is local and true in any thickness, and because the charge, permittivity and voltage all seem accounted for. In a film much thicker than \(W\) it works: away from the faces the field has no reason to leave the \(x\) direction. The conversion to \(N/t\) is also harmless. The fault lies in the first equation, which sets the flux through the two faces to zero.

## Gauss's law for a strip with faces

Let the strip be centred on \(z=0\), uniform along \(y\), and surrounded above and below by a dielectric \(\varepsilon\). The metal is a tall wall filling the plane \(x=0\), and there is no gate. Assume \(t\ll W\), so that \(E_x\) is nearly uniform across the thickness. For a slice of length \(dx\), the flux through the ends plus the flux through the two faces equals the charge:

\[
\varepsilon_s t\,\frac{dE_x}{dx}+2\varepsilon E_z(x,t/2)=\sigma .
\]

It is convenient to continue the outside field down to the midplane. Outside there is no charge, so \(\partial_zE_z=-\partial_xE_x\), and to first order in \(t\)

\[
E_z(x,t/2)=E_z(x,0^+)-\frac t2\frac{dE_x}{dx}.
\]

Substitution changes \(\varepsilon_s t\) into \((\varepsilon_s-\varepsilon)t\). With

\[
f=-E_x=\frac{d\phi}{dx},\qquad s=\frac{\sigma}{2\varepsilon},\qquad
\ell=\frac{(\varepsilon_s-\varepsilon)t}{2\varepsilon},
\]

and \(E_z\) now meaning \(E_z(x,0^+)\), division by \(2\varepsilon\) gives

\[
-\ell\,\frac{df}{dx}+E_z=s,\qquad 0<x<W. \tag{1}
\]

Below, the conditions on the potential are imposed on this continued outside field. That is a further approximation of first order in \(t\). Let the net charge \(\rho\) per area be spread evenly through an isotropic strip, with \(E_z\simeq\rho/2\varepsilon\). The continued potential at \(z=0^+\) then lies \(\rho t/4\varepsilon\) above the potential at the face, and the thickness average inside lies \(\rho t/12\varepsilon_s\) above it. The offset \(\rho t\,(1/4\varepsilon-1/12\varepsilon_s)\) is not contained in \(\ell\); keeping it would change \(\ell\) to \((\varepsilon_s-\varepsilon^2/3\varepsilon_s)\,t/2\varepsilon\). Widths computed with the \(\ell\) above therefore fall short of those of such a strip by a length of order \(t\).

The bulk argument sets the flux through the faces to zero; when \(\varepsilon_s\gg\varepsilon\), this amounts to keeping the first term alone. The second term is the fringing field. It is not a local function of \(f\): it depends on the charge everywhere, including the charge beyond \(W\).

## A charged strip alone is not enough

Take first an ideal sheet, \(\ell=0\), with charge \(\sigma\) on \(0<x<W\) and nothing beyond. A line of charge \(\sigma\,dx'\) has potential \(-(\sigma\,dx'/2\pi\varepsilon)\ln r\), and the wall adds an image of opposite sign at \(-x'\). Hence

\[
\phi(W)=\frac{\sigma}{2\pi\varepsilon}\int_0^W\ln\frac{W+x'}{W-x'}\,dx'
=\frac{\sigma W}{2\pi\varepsilon}\,2\ln2 ,
\]

because \(\int_0^1\ln(1+u)\,du=2\ln2-1\) and \(\int_0^1\ln(1-u)\,du=-1\). The slope at a point inside the strip is

\[
\frac{d\phi}{dx}=\frac{\sigma}{2\pi\varepsilon}
\left[\ln\frac{W+x}{x}-\ln\frac{x}{W-x}\right]
=\frac{\sigma}{2\pi\varepsilon}\ln\frac{W^2-x^2}{x^2}.
\]

It vanishes at \(x=W/\sqrt2\) and tends to \(-\infty\) at \(x=W\). The potential therefore has a maximum inside the strip and falls towards its edge, so a neutral sheet at constant potential cannot be attached there. In one dimension the field of the depleted charge ends at \(W\) by itself. Here it reaches the sheet beyond \(W\), whose electrons must rearrange until the field along the sheet vanishes.

## The field with a responding sheet

The complete problem has \(\phi=0\) on the wall, equation (1) for \(0<x<W\), and \(f=0\) for \(x>W\). Extending the potential as an odd function of \(x\) replaces the wall by images. In the upper half-plane let \(\zeta=x+iz\). The field there has neither divergence nor curl, so \(F=E_x-iE_z\) is an analytic function of \(\zeta\). Introduce

\[
q=\frac{\zeta-\sqrt{\zeta^2-W^2}}{W},\qquad
\zeta=\frac W2\left(q+\frac1q\right),\qquad |q|<1,
\]

and write

\[
F=-i\sum_{n\ \mathrm{odd}}b_nq^n,\qquad b_n\ \text{real}. \tag{2}
\]

This form meets every condition away from the strip. For \(x>W\), \(q\) is real, so \(F\) is imaginary and \(E_x=0\). On the wall, \(q\) is imaginary; its odd powers are imaginary, \(F\) is real, and the tangential field \(E_z\) vanishes. Far away \(q\to0\), so no external field is applied.

On the strip put \(x=W\cos\theta\), \(0<\theta<\pi/2\). Approached from above, \(q=e^{-i\theta}\), since then a slightly smaller \(|q|\) gives \(\operatorname{Im}\zeta>0\). Separating real and imaginary parts of (2),

\[
f=\sum b_n\sin n\theta,\qquad E_z=\sum b_n\cos n\theta . \tag{3}
\]

The voltage needs one coefficient. With \(dx=-W\sin\theta\,d\theta\),

\[
V=\int_0^Wf\,dx=W\int_0^{\pi/2}f\sin\theta\,d\theta=\frac{\pi}{4}Wb_1, \tag{4}
\]

because \(\sin\theta\) is orthogonal on this interval to \(\sin n\theta\) for odd \(n>1\), and \(\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi/4\).

## The ideal sheet

For \(\ell=0\), equation (1) says \(\sum b_n\cos n\theta=s\). Odd cosines are also orthogonal on \((0,\pi/2)\), with norm \(\pi/4\). Multiplying by \(\cos n\theta\) and integrating gives

\[
\frac{\pi}{4}b_n=s\,\frac{\sin(n\pi/2)}{n}
\;\Rightarrow\; b_n=\frac{4s}{\pi}\frac{(-1)^{(n-1)/2}}{n}.
\]

Thus \(b_1=4s/\pi\), and (4) yields \(V=sW\):

\[
W=\frac{2\varepsilon V}{\sigma}. \tag{5}
\]

The width is linear in \(V\) and inversely proportional to \(N\), where the bulk formula has square roots. Neither \(t\) nor \(\varepsilon_s\) occurs. Dimensional analysis gives the combination \(\varepsilon V/\sigma\) for any gate-free ideal sheet with no other length; the factor 2 belongs to the tall wall.

One possibility must be excluded. For \(\ell=0\) one could add \(F=-ib\,q/(1-q^2)\), which on the strip equals \(-b/(2\sin\theta)\) and contributes no \(E_z\) there. If \(b>0\), the net charge just outside \(W\) grows without limit and exceeds the donor charge, which would require a negative electron density. If \(b<0\), then \(f\to-\infty\) just inside \(W\), so the potential there exceeds \(V\) and electrons would flow in. Hence \(b=0\), and this condition fixes \(W\).

The series can be summed. Differentiating \(f\) term by term, with the alternating series understood as the limit of a damped one,

\[
\frac{df}{d\theta}=\frac{4s}{\pi}\operatorname{Re}\frac{e^{i\theta}}{1+e^{2i\theta}}
=\frac{2s}{\pi\cos\theta}.
\]

Integrating from \(f=0\) at \(\theta=0\),

\[
f=\frac{2s}{\pi}\ln\frac{1+\sin\theta}{\cos\theta}
=\frac{\sigma}{\pi\varepsilon}\operatorname{arcosh}\frac Wx .
\]

The field goes to zero at \(W\), as required. At the wall it diverges logarithmically, because the charge and its image meet there; the voltage remains finite.

Beyond \(W\), the sum in (2) is an arctangent: \(E_z=(4s/\pi)\arctan q\). Set \(W/x=\sin\beta\). Then \(q=(1-\cos\beta)/\sin\beta=\tan(\beta/2)\), and the net sheet charge is

\[
\rho(x)=2\varepsilon E_z=\frac{2\sigma}{\pi}\arcsin\frac Wx,\qquad x>W. \tag{6}
\]

It equals \(\sigma\) at \(W\) and stays between zero and \(\sigma\), so the electron density \(N-\rho/e\) is never negative. At large distance \(\rho\simeq2\sigma W/(\pi x)=4\varepsilon V/(\pi x)\), independent of doping. This is the charge on a conducting sheet at potential \(V\) facing a grounded wall at a right angle. So \(W\) marks the end of full depletion, not the end of the space charge: at \(2W\) the net charge is still \(\sigma/3\).

The tail matters to the voltage. At \(x=W\), the uniform strip and its image supply \(2\ln2/\pi=0.441\) of \(V\); the tail and its image supply 0.559. Direct Coulomb integration of the whole charge reproduces the predicted potential at four tested points, two inside and two outside \(W\).

A second test does not assume a depletion edge. It requires only that the electron density be non-negative, that the potential not exceed \(V\), and that electrons be present only where the potential equals \(V\). For surroundings of relative permittivity 4 and drops of 0.25, 0.50 and 1.00 V, this gives widths of 11.0, 22.0 and 44.2 nm, on panels 0.2 nm long. Equation (5) gives 11.05, 22.11 and 44.21 nm. Doubling the voltage doubles the width within that resolution, instead of multiplying it by \(\sqrt2\).

## Restoring the strip's own polarizability

A real monolayer has \(\ell\neq0\). The sine series in (3) makes \(f\) vanish at \(x=W\); a jump of \(f\) there would need a line charge at the edge, so this is again the condition that fixes \(W\). From \(x=W\cos\theta\), \(df/dx=-(W\sin\theta)^{-1}df/d\theta\). With \(\lambda=\ell/W\), equation (1) becomes

\[
\sum_n b_n\cos n\theta+\frac{\lambda}{\sin\theta}\sum_n n\,b_n\cos n\theta=s. \tag{7}
\]

Multiplying by \(\sin\theta\cos m\theta\), with \(m\) odd, and integrating over \((0,\pi/2)\) gives linear equations for the coefficients:

\[
\sum_nA_{mn}b_n+\frac{\pi\lambda}{4}m\,b_m=s\,r_m,
\]

\[
A_{mn}=\frac12\left[\frac1{1-(m-n)^2}+\frac1{1-(m+n)^2}\right],\qquad
r_m=\int_0^{\pi/2}\sin\theta\cos m\theta\,d\theta .
\]

The matrix follows from the product formula for cosines and \(\int_0^{\pi/2}\sin\theta\cos p\theta\,d\theta=1/(1-p^2)\) for even \(p\). Every \(b_n\) is proportional to \(s\), so

\[
V=sW\,g(\lambda),\qquad g(\lambda)=\frac{\pi b_1}{4s}. \tag{8}
\]

For large \(\lambda\) the matrix \(A\) is negligible. Since \(r_1=1/2\), \(b_1\simeq2s/(\pi\lambda)\), and therefore

\[
g\simeq\frac1{2\lambda},\qquad
V\simeq\frac{sW^2}{2\ell}=\frac{\sigma W^2}{2(\varepsilon_s-\varepsilon)t}.
\]

When \(\varepsilon_s\gg\varepsilon\) this is the bulk law. A thin strip can thus behave like bulk, but only if its permittivity is high enough to hold the flux inside over the whole distance \(W\). In this sheet model the condition is \(t\ll W\ll\ell\). At \(\lambda=10\), \(g=0.0476\), about 5% below the bulk limit of 0.05. At \(\lambda=1\) it is 0.332 against 0.5, and at \(\lambda=0.1\) it is 0.821 against 5.

Equation (7) also shows how the two effects combine. Multiply it by \(\cos\theta\) and integrate. By (4) the first term gives \(V/W\), so

\[
V=sW-\ell\int_0^{\pi/2}\cot\theta\,\frac{df}{d\theta}\,d\theta .
\]

Take \(\ell>0\), that is \(\varepsilon_s>\varepsilon\). If \(E_z<s\) on the strip, (1) makes \(f\) fall with \(x\) and so rise with \(\theta\); the integral is positive and \(V<sW\). If \(E_z>0\), integrating (1) from \(x\) to \(W\) gives \(\ell f(x)<s(W-x)\), and a second integration gives \(V<sW^2/(2\ell)\). In the example below, \(E_z\) was tested to lie between 0 and \(s\), within a numerical allowance of 0.5% of \(s\). Fringing and polarization each lower the voltage produced by a given \(W\). At given voltage, each lengthens \(W\).

## The numbers

The round model parameters are \(t=0.6\) nm, relative permittivities 15 for the strip and 4 for the surroundings, \(N=10^{12}\ \mathrm{cm^{-2}}\) and \(V=0.5\) V. The donor charge gives \(\sigma/\varepsilon_0=0.18095\) V/nm. The two simple widths are

\[
W_b=\sqrt{\frac{2(15)(0.6)(0.5)}{0.18095}}\ \mathrm{nm}=7.05\ \mathrm{nm},
\]

\[
\frac{2\varepsilon V}{\sigma}=\frac{2(4)(0.5)}{0.18095}\ \mathrm{nm}=22.1\ \mathrm{nm}.
\]

The polarizability length is \(\ell=(15-4)(0.6)/8=0.825\) nm. Solving (8) gives \(W=23.9\) nm (2.39 × 10⁻⁸ m), with \(\lambda=0.0345\) and \(g=0.924\). As a check, \(s=0.02262\) V/nm and \(0.02262\times23.92\times0.924=0.500\) V. The bulk formula is too short by a factor of 3.4, whereas the ideal sheet formula is about 8% below the full sheet result.

The reason is visible in the flux. A two-dimensional solution of Poisson's equation was made for a strip of real thickness, using the charge found from the sheet model. The flux entering the metal inside the strip is 0.129 of the depleted donor charge \(\sigma W\). The bulk argument requires this fraction to be 1. Apart from any flux crossing \(x=W\) inside the strip, which is zero in the sheet model, the other 87% leaves through the faces and travels through the dielectric.

The same solution tests the thin-sheet approximation. At \(W/2\) the potential averaged over the thickness is 0.374 V, against 0.379 V from the sheet model; at \(1.5W\) and \(3W\) it is 0.498 and 0.499 V, against 0.500 V. The largest of these differences is about 1% of \(V\). They have the sign and size of the offset noted before: \(\sigma t\,(1/4\varepsilon-1/12\varepsilon_s)=0.006\) V where the net charge is \(\sigma\), and less in the tail, in proportion to the charge. The strip of real thickness falls slightly short of \(V\), so its own width is somewhat longer than 23.9 nm. Since the charge was prescribed, this checks the potential it produces; it is not a second determination of \(W\).

Changing only the surroundings gives:

| \(\varepsilon/\varepsilon_0\) | Bulk (nm) | Ideal sheet (nm) | With polarizability (nm) |
|---:|---:|---:|---:|
| 1 | 7.05 | 5.53 | 10.2 |
| 4 | 7.05 | 22.1 | 23.9 |
| 10 | 7.05 | 55.3 | 55.7 |

In the first row \(\ell=4.2\) nm is a sizeable part of \(W\). Neither limiting formula suffices, and the width exceeds both. In the last row \(\ell=0.15\) nm, less than the thickness; the small difference between the last two columns is then finer than a sheet model can be trusted to resolve. The main trend is plain: a more polarizable environment lowers the potential produced by the same charge, so more donors must be uncovered to build up 0.5 V.

The tail also survives the correction. At \(2W\), about 48 nm from the metal, the net charge is \(0.308\sigma\), so the electron density is still 31% below the donor density.

## Where the replacement formula stops

Equation (5) is no more universal than the bulk formula. It needs \(t\ll W\) and \(\ell\ll W\), a wall and a sheet that extend far beyond \(W\), and no nearby gate or other conductor. The extent matters because the charge beyond \(W\), with its image, supplies more than half of the potential at \(W\) in the ideal sheet; a sheet that ends near \(W\) has a different tail. A contact of another shape changes the boundary conditions and must be solved afresh.

If the dielectrics above and below an ideal sheet differ, the potential found here, taken even in \(z\), still satisfies the equations on both sides. Gauss's law then replaces \(2\varepsilon\) by \(\varepsilon_1+\varepsilon_2\), and (5) becomes \(W=(\varepsilon_1+\varepsilon_2)V/\sigma\).

The model also takes the undepleted sheet as an equipotential. This requires \(V\) to be large compared with the thermal voltage and with the shift of the electrons' Fermi energy caused by their changing density. The edge at \(W\) is sharp only in that limit. In the ideal sheet with the example's values, integrating \(f\) back from \(W\) shows that the potential is within one room-temperature thermal voltage, 0.026 V, of \(V\) over roughly the last 4 nm before \(W\). At room temperature the electron density therefore changes gradually there, and \(W\) is a length scale, not a sharp boundary.

The donors are also treated as a continuous charge. At \(10^{12}\ \mathrm{cm^{-2}}\) their mean spacing \(N^{-1/2}\) is 10 nm, comparable with the shorter widths above. The widths thus describe a smoothed charge; in a real sheet with randomly placed donors the edge varies from place to place along the contact. Finally, \(V\) is the electrostatic drop, not the barrier height itself; interface charge and tunnelling enter a real contact separately. The numerical output below gives the computed values.

## Numbers as computed

```
donor density = 1.00e+12 cm^-2
strip thickness = 0.60 nm
strip relative permittivity = 15.0
surrounding relative permittivity = 4.0
potential drop = 0.500 V
sigma/eps0 = 0.18095 V/nm
s = sigma/(2 eps) = 0.02262 V/nm
polarizability length ell = 0.8250 nm
bulk width = 7.052 nm
ideal sheet width = 22.105 nm
polarizable strip width = 23.916 nm
polarizable/bulk width = 3.391
lambda = ell/W = 0.03450
g(lambda) = 0.92431
ideal strip plus image: share of V at W = 0.44127
ideal tail plus image: share of V at W = 0.55873
largest Coulomb test error / V = 1.5e-13
V=0.25 V: constrained W=11.00 nm, formula=11.05 nm
V=0.50 V: constrained W=22.00 nm, formula=22.11 nm
V=1.00 V: constrained W=44.20 nm, formula=44.21 nm
lambda=0.01: g=0.97383, bulk limit=50.00000
lambda=0.10: g=0.82140, bulk limit=5.00000
lambda=1.00: g=0.33162, bulk limit=0.50000
lambda=10.00: g=0.04759, bulk limit=0.05000
eps=1 eps0: bulk=7.05, ideal=5.53, full=10.18, ell=4.200 nm
eps=4 eps0: bulk=7.05, ideal=22.11, full=23.92, ell=0.825 nm
eps=10 eps0: bulk=7.05, ideal=55.26, full=55.72, ell=0.150 nm
ideal net charge/sigma at 2W = 0.3333
polarizable net charge/sigma at 2W = 0.3076
x/W=0.5: Poisson=0.3742 V, sheet=0.3794 V
x/W=1.5: Poisson=0.4977 V, sheet=0.5000 V
x/W=3.0: Poisson=0.4991 V, sheet=0.5000 V
flux into metal inside strip/(sigma W) = 0.1286
```
